# The Troullier-Martins potential of hydrogen 1s and its 2s and 3s errors

## Problem

An electron moves in the bare Coulomb potential $V_H=-1/r$ of a fixed proton, without relativity. Its 1s state has energy $\varepsilon_1=-1/2$ and radial function $R_H=2e^{-r}$, in atomic units. Replace $V_H$ inside $r_c=1$ bohr ($0.529177$ Å) by the $l=0$ Troullier-Martins potential $V_{ps}$. The pseudo-orbital is

$$R_{ps}=e^{p(r)},\qquad p=c_0+c_2r^2+c_4r^4+\dots+c_{12}r^{12}\qquad(r<r_c),$$

and $R_{ps}=R_H$ outside. Seven conditions are imposed on the seven coefficients: $R_{ps}$ and its first four derivatives are continuous at $r_c$, the norm inside $r_c$ equals that of $R_H$, and $V_{ps}''(0)=0$.

These conditions have two solutions; take the one with $V_{ps}(0)<0$. List the coefficients, and find the errors (pseudo minus exact) of the 2s and 3s levels. No core state has been removed, so the second and third s levels of $V_{ps}$ keep these names.

## A tempting solution for the levels

Let $u=rR$ be the solution regular at the origin, and let $D(E)=u'/u$ at $r_c$. The two potentials agree outside $r_c$, so the inner region affects the levels through $D(E)$ alone.

At $\varepsilon_1$ the matching gives $D_{ps}=D_H$. For the energy dependence, differentiate $u''=2(V-E)u$ with respect to $E$, marking this derivative by a dot: $\dot u''=2(V-E)\dot u-2u$. Then

$$(u\dot u'-\dot uu')'=u\dot u''-\dot uu''=-2u^2 .$$

Integrating from $0$, where $u=\dot u=0$, to $r_c$ and dividing by $u(r_c)^2$ gives

$$\frac{dD}{dE}=-\frac{2}{u(r_c)^2}\int_0^{r_c}u^2\,dr. \tag{1}$$

The inner norms are equal, so the slopes are equal too. "Hence $D_{ps}$ and $D_H$ are the same function, and the 2s and 3s errors are zero."

## The fault

Equation (1) is correct, but the norms were made equal at $\varepsilon_1$ only. At another energy both inner solutions change, each in its own potential, and nothing keeps their norms equal. Two functions that share a value and a slope at one point may differ in curvature and in all higher derivatives. The errors come from those differences, and finding them requires the shape of the pseudo-orbital inside $r_c$ (equivalently the potential obtained from it), not only its norm.

## The coefficients

From here $r_c=1$ and $s=r^2$.

**Potential.** For $u=re^p$ we have $u'/u=1/r+p'$, so

$$\frac{u''}{u}=\left(\frac{u'}{u}\right)'+\left(\frac{u'}{u}\right)^2=p''+\frac{2p'}{r}+p'^2,\qquad
V_{ps}=\varepsilon_1+\frac{u''}{2u}=\varepsilon_1+\frac{p'}{r}+\frac{p''+p'^2}{2}.$$

Near the origin $p'=2c_2r+4c_4r^3+\dots$ and $p''=2c_2+12c_4r^2+\dots$, hence

$$V_{ps}=\varepsilon_1+3c_2+(10c_4+2c_2^2)r^2+\dots$$

Zero curvature therefore means $c_4=-c_2^2/5$.

**Matching.** Inside $r_c$, $p$ must agree with $\ln R_H=\ln2-\sqrt s$ through four derivatives at $s=1$. (Derivatives in $r$ and in $s$ are equivalent there, because $ds/dr\neq0$.) With $t=s-1$, the Taylor polynomial of $\sqrt s$ is

$$T_4=1+\frac t2-\frac{t^2}8+\frac{t^3}{16}-\frac{5t^4}{128}=\frac{35+140s-70s^2+28s^3-5s^4}{128}.$$

Since $p$ has degree six in $s$, what remains is $(1-s)^5$ times a linear function:

$$p=\ln2-T_4(s)+(1-s)^5(a+bs).$$

Using $(1-s)^5=1-5s+10s^2-10s^3+5s^4-s^5$ and collecting powers,

$$\begin{aligned}
c_0&=\ln2-\tfrac{35}{128}+a, & c_2&=-\tfrac{35}{32}+b-5a,\\
c_4&=\tfrac{35}{64}+10a-5b, & c_6&=-\tfrac7{32}-10a+10b,\\
c_8&=\tfrac5{128}+5a-10b, & c_{10}&=-a+5b,\qquad c_{12}=-b.
\end{aligned}$$

**Curvature.** The sum $c_4+5c_2=-\frac{315}{64}-15a$ does not contain $b$. Inserting $c_4=-c_2^2/5$ gives

$$a=\frac{c_2^2}{75}-\frac{c_2}3-\frac{21}{64},\qquad b=c_2+\frac{35}{32}+5a .$$

**Norm.** One unknown is left, fixed by

$$N(c_2)=\int_0^1r^2e^{2p}dr=\int_0^14r^2e^{-2r}dr=\Big[-(2r^2+2r+1)e^{-2r}\Big]_0^1=1-5e^{-2}=0.323324 .$$

At fixed $r<1$,

$$\frac{\partial^2p}{\partial c_2^2}=\frac{2}{75}(1-s)^5(1+5s)>0 .$$

Thus $p$ is convex in $c_2$; so are $e^{2p}$ and $N$, and there are at most two roots. Numerically there are two, $c_2=-1.099381$ and $c_2=18.396$. The seven conditions alone do not choose between them. The second has $V(0)=+1488$ eV, a repulsive centre; it then falls to about $-313$ eV and changes sign three times inside $r_c$. The first gives a potential that is negative throughout, and we take it.

Then $a=0.016115+0.366460-0.328125=0.05445$ and $b=-1.099381+1.093750+0.272253=0.26662$. The coefficients are:

| | $c_{2k}r_c^{2k}$ | $c_{2k}$ in Å$^{-2k}$ |
|---|---|---|
| $c_0$ | 0.474160 | 1.42881 |
| $c_2$ | −1.099381 | −3.92596 |
| $c_4$ | −0.241728 | −3.08264 |
| $c_6$ | 1.902962 | 86.6609 |
| $c_8$ | −2.354902 | −382.969 |
| $c_{10}$ | 1.278658 | 742.580 |
| $c_{12}$ | −0.266622 | −552.945 |

The value of $c_0$ depends on the unit of $R$: bohr$^{-3/2}$ in the first column and Å$^{-3/2}$ in the second, which adds $-\frac32\ln0.529177$.

The Coulomb singularity has become a well of finite depth, $V_{ps}(0)=\varepsilon_1+3c_2=-103.35$ eV. At the origin $R_{ps}$ is $0.803$ of $R_H$; it crosses $R_H$ at $0.196$ Å, and the charge removed from the centre reappears farther out, still inside $r_c$.

## The levels

Outside $r_c$ put $E=-\kappa^2/2$ and $u=re^{-\kappa r}w$. The equation $u''=(\kappa^2-2/r)u$ becomes

$$rw''+2(1-\kappa r)w'+(2-2\kappa)w=0 .$$

With $z=2\kappa r$, division by $2\kappa$ gives Kummer's equation,

$$z\,w_{zz}+(2-z)w_z-\alpha w=0,\qquad \alpha=1-\frac1\kappa .$$

Its solution that makes $u$ decay is $U(\alpha,2,z)$. Since $dU(\alpha,2,z)/dz=-\alpha U(\alpha+1,3,z)$, at $r_c=1$

$$D_{out}(E)=1-\kappa-2\kappa\alpha\,\frac{U(\alpha+1,3,2\kappa)}{U(\alpha,2,2\kappa)} .$$

A level is a root of $D_{ps}(E)=D_{out}(E)$, with $D_{ps}$ found by integrating the radial equation outward from $r=0$. The roots give:

| | exact (eV) | pseudo (eV) | error (eV) | error (hartree) |
|---|---|---|---|---|
| 2s | −3.401423 | −3.400965 | $+4.58\times10^{-4}$ | $+1.68\times10^{-5}$ |
| 3s | −1.511744 | −1.511555 | $+1.89\times10^{-4}$ | $+6.93\times10^{-6}$ |

Both levels lie slightly too high, by $1.35\times10^{-4}$ (2s) and $1.25\times10^{-4}$ (3s) of their binding energies. Diagonalization of the full radial Hamiltonian gives the same levels, as the numerical check shows.

## Where the errors come from

**From $D$ to the level.** Let $u_n$ be the normalized hydrogen state with energy $E_n$. Equation (1) gives the slope of $D_H$. The same integration from $r_c$ to infinity gives $dD_{out}/dE=+2\int_{r_c}^\infty u_n^2dr/u_n(r_c)^2$. The slope of $D_H-D_{out}$ at $E_n$ is therefore $-2/u_n(r_c)^2$. Write $\Delta D=D_{ps}-D_H$ and neglect its change over the small shift $\delta E_n$. The level condition becomes $\Delta D(E_n)-2\,\delta E_n/u_n(r_c)^2=0$, or

$$\delta E_n\approx\tfrac12u_n(r_c)^2\,\Delta D(E_n). \tag{2}$$

This gives $4.58\times10^{-4}$ and $1.89\times10^{-4}$ eV, in agreement with the table. It requires $u_n(r_c)\neq0$: with $r_c=2$ bohr, at the node of 2s, $D_H(E_2)$ would be infinite.

**The curvature of $D$.** Scale the inner solution to $\varphi=u/u(r_c)$ at every energy, so that $\varphi(r_c)=1$ and $\dot\varphi(r_c)=0$. Then $D'=-2\int_0^{r_c}\varphi^2dr$ and $D''=-4\int_0^{r_c}\varphi\dot\varphi\,dr$, where primes on $D$ mean energy derivatives. At $\varepsilon_1$, $\varphi$ has no node for $0<r\le r_c$, so we may write $\dot\varphi=g\varphi$ with $g(r_c)=0$. With $M(r)=\int_0^r\varphi^2dr'$, the identity behind (1) reads $\varphi^2g'=-2M$. Integrating by parts, with $Mg=0$ at both ends,

$$D''=-4\int_0^{r_c}M'g\,dr=4\int_0^{r_c}Mg'\,dr=-8I,\qquad I=\int_0^{r_c}\frac{M^2}{\varphi^2}\,dr .$$

The value and slope of $\Delta D$ vanish at $\varepsilon_1$, so to leading order $\Delta D=4(I_H-I_{ps})(E-\varepsilon_1)^2$, and

$$\delta E_n\approx2u_n(r_c)^2(E_n-\varepsilon_1)^2(I_H-I_{ps}). \tag{3}$$

Equal norms do not make $I$ equal, because $I$ depends on how the charge is distributed inside $r_c$. Here $I_H=0.080723$ and $I_{ps}=0.079783$, a difference of $0.000940$; its sign makes the leading error positive.

For 2s, $u_2=\frac{1}{\sqrt2}r(1-\frac r2)e^{-r/2}$ gives $u_2(1)^2=e^{-1}/8=0.0460$, and $E_2-\varepsilon_1=3/8$. Equation (3) yields

$$2(0.0460)(0.1406)(0.000940)=1.22\times10^{-5}\ \text{hartree},$$

which is $3.31\times10^{-4}$ eV. For 3s the estimate is $1.28\times10^{-4}$ eV. These are 72% and 68% of the actual errors. Since (2), with the full $\Delta D$, reproduces the errors, the shortfall comes from the higher powers of $E-\varepsilon_1$ dropped in (3).

**Why 3s has the smaller error.** It lies farther from $\varepsilon_1$, and the quadratic factor grows by $(4/9)^2/(3/8)^2=1.40$. But 3s has less amplitude at $r_c$: $u_3=\frac{2}{3\sqrt3}r(1-\frac{2r}3+\frac{2r^2}{27})e^{-r/3}$ gives $u_3(1)^2=0.0126$, only $0.27$ of the 2s value. The second factor outweighs the first.

**What the norm condition achieves.** Keep the other six conditions but make the inner norm 10% too large, which gives $c_2=-1.662$ on the attractive branch (the convex $N$ again has a second root at large positive $c_2$). The 1s level is still exact, because the potential is obtained by inverting the equation at $\varepsilon_1$. The slopes of $D$ now differ, an error linear in $E-\varepsilon_1$ appears, and the 2s level is wrong by $-0.0375$ eV, about 80 times the Troullier-Martins error in magnitude. Norm conservation removes this linear term; it does not remove the quadratic one that the tempting solution overlooked.

## Calculated quantities

```
rc = 0.529177 angstrom (1 bohr)
1 hartree = 27.211386 eV
norm inside rc = 0.32332358 (pure number)
roots of the norm condition, c2 from -20 to 40: 2
a = 0.05445061, b = 0.26662178 (pure numbers)
c0 * rc^0 = 0.47416029 (pure number)
c2 * rc^2 = -1.09938126 (pure number)
c4 * rc^4 = -0.24172783 (pure number)
c6 * rc^6 = 1.90296175 (pure number)
c8 * rc^8 = -2.35490229 (pure number)
c10 * rc^10 = 1.27865831 (pure number)
c12 * rc^12 = -0.26662178 (pure number)
c0 = 1.428808 (R in angstrom^-1.5)
c2 = -3.925962 angstrom^-2
c4 = -3.082635 angstrom^-4
c6 = 86.660913 angstrom^-6
c8 = -382.969185 angstrom^-8
c10 = 742.579880 angstrom^-10
c12 = -552.945129 angstrom^-12
V_ps(0) = -103.3528 eV
V_ps(rc) = -27.2114 eV
R_ps(0)/R_H(0) = 0.80333
R_ps crosses R_H at r = 0.19555 angstrom
1s: pseudo, diagonalization = -13.605693 eV
2s: exact = -3.401423 eV
2s: pseudo, matching = -3.400965 eV
2s: pseudo, diagonalization = -3.400965 eV
2s: error = 4.5842e-04 eV = 1.6847e-05 hartree
2s: linearized matching = 4.5831e-04 eV
2s: quadratic estimate = 3.3088e-04 eV
2s: quantum defect = -1.3479e-04
3s: exact = -1.511744 eV
3s: pseudo, matching = -1.511555 eV
3s: pseudo, diagonalization = -1.511555 eV
3s: error = 1.8866e-04 eV = 6.9332e-06 hartree
3s: linearized matching = 1.8860e-04 eV
3s: quadratic estimate = 1.2760e-04 eV
3s: quantum defect = -1.8721e-04
rc*dD/dE slope (per hartree): formula -1.19453
  numerical: hydrogen -1.19457, pseudo -1.19457
I/rc^3: hydrogen 0.080723, pseudo 0.079783
10% too much norm: c2*rc^2 = -1.662256
10% too much norm: 1s = -13.605693 eV
10% too much norm: 2s error = -3.7532e-02 eV
second solution: c2*rc^2 = 18.396179
second solution: V(0) = 1488.15 eV
second solution: 2s error = 5.2292e-03 eV
```
